# The Inverse-Distance Field Where Gate and Drain Meet at Right Angles

## A corner has no length

Two flat conducting faces meet along a straight line, with no gap between them. One is the gate, at potential $\phi_G$; the other is the drain, at $\phi_D$. The space between them is a quarter of the plane, filled by one uniform dielectric without charge. Nothing varies along the line.

The data of this problem are two potentials and one angle. None of them is a length, so the potential at distance $r$ from the corner has nothing to compare $r$ with. It can depend only on the angle $\theta$, measured here from the gate face. Three consequences follow.

- Since $\phi$ does not change with $r$, the radial field $E_r=-\partial\phi/\partial r$ vanishes. The field lines are arcs about the corner.
- Without charge, and with $E_r=0$, the divergence condition is $(1/r)\,\partial E_\theta/\partial\theta=0$. The field strength is constant along each arc.
- The arc at radius $r$ has length $\pi r/2$, and the potential changes along it by $\Delta V=\phi_D-\phi_G$.

Hence $|E|\,\pi r/2=|\Delta V|$, or

$$|E|=\frac{2}{\pi}\,\frac{|\Delta V|}{r}.$$

The factor $2/\pi$ is the inverse of the right angle in radians. The permittivity does not appear, because the dielectric is uniform and uncharged and both conductors have prescribed potentials.

Two points in this argument need care. It assumes that the solution is unique, and a real transistor does contain lengths. Both are settled below.

## The bare corner from Laplace's equation

In polar coordinates the potential obeys

$$\frac1r\frac{\partial}{\partial r}\left(r\frac{\partial\phi}{\partial r}\right)+\frac1{r^2}\frac{\partial^2\phi}{\partial\theta^2}=0 .$$

With $\phi=f(\theta)$ the first term is zero and $f''=0$, so $f=A+B\theta$. The gate condition $f(0)=\phi_G$ gives $A=\phi_G$. The drain condition $f(\pi/2)=\phi_D$ gives $B=2\Delta V/\pi$. Therefore

$$\phi_0=\phi_G+\frac{2\Delta V}{\pi}\theta,\qquad E_\theta=-\frac1r\frac{\partial\phi_0}{\partial\theta}=-\frac{2\Delta V}{\pi r}.$$

The minus sign says that for $\Delta V>0$ the field points from drain to gate, towards smaller $\theta$.

For another opening $\alpha$ the same two conditions give $B=\Delta V/\alpha$ and $|E|=|\Delta V|/(\alpha r)$. The right angle in the result is thus that of the dielectric. If the metal fills the right angle and the dielectric the other 270 degrees, the coefficient falls to $2/(3\pi)$.

## Adding the rest of the device

Now let other electrodes exist, all farther away than some radius $R$. Write $\phi=\phi_0+u$ for $r<R$. The remainder $u$ obeys Laplace's equation, vanishes on both faces, and is bounded, $|u|\le M$, because the electrode potentials are finite. Its sine components are

$$b_n(r)=\frac4\pi\int_0^{\pi/2}u\,\sin 2n\theta\,d\theta,\qquad n=1,2,\dots$$

Laplace's equation replaces $r\partial_r(r\partial_r u)$ by $-\partial_\theta^2u$. Two integrations by parts then give

$$r(rb_n')'=-\frac4\pi\int_0^{\pi/2}\frac{\partial^2u}{\partial\theta^2}\sin2n\theta\,d\theta=4n^2b_n .$$

The first boundary term vanishes because $\sin2n\theta$ is zero on both faces, the second because $u$ is. The solutions are $r^{2n}$ and $r^{-2n}$. The definition of $b_n$ gives $|b_n|\le(4/\pi)(\pi/2)M=2M$, which rules out the negative power. So

$$u=\sum_{n\ge1}a_n r^{2n}\sin2n\theta,\qquad |a_n|\le\frac{2M}{R^{2n}} .$$

For a corner extending to infinity, $R$ may be made as large as desired. Every $a_n$ is then zero and $\phi_0$ is the unique bounded solution, which completes the scaling argument. For finite $R$ the first term gives

$$E_r=-2a_1r\sin2\theta,\qquad E_\theta=-2a_1r\cos2\theta .$$

This vanishes at the corner, and the higher terms vanish faster. Distant electrodes leave the coefficient $2/\pi$ alone; relative to the leading field their effect is of order $r^2$. Since $\cos2\theta$ is $+1$ on the gate and $-1$ on the drain, a leading correction that strengthens the field on one face weakens it on the other.

## Adding charge

Let the dielectric, of permittivity $\varepsilon$, carry a uniform charge density $\rho$, so that $\nabla^2\phi=-\rho/\varepsilon$. We need a particular solution that vanishes on both faces. Since $\nabla^2r^2=4$, the function $-\rho r^2/4\varepsilon$ has the right Laplacian but the wrong wall values. To cancel them we need a charge-free function equal to $r^2$ on both faces, to be multiplied by $\rho/4\varepsilon$.

Two charge-free functions are available. The first, $r^2\cos2\theta$, equals $r^2$ on the gate and $-r^2$ on the drain. The second is the imaginary part of $z^2\ln(z/R)$ with $z=re^{i\theta}$,

$$r^2\left[\ln\frac rR\,\sin2\theta+\theta\cos2\theta\right],$$

which is zero on the gate and $-\pi r^2/2$ on the drain. Take the first plus $b$ times the second. The gate value is right, and the drain value requires $-1-b\pi/2=1$, so $b=-4/\pi$. Thus

$$\phi_p=\frac{\rho r^2}{4\varepsilon}\left[-1+\cos2\theta-\frac4\pi\left(\ln\frac rR\sin2\theta+\theta\cos2\theta\right)\right].$$

At $\theta=0$ the derivative of the bracket is $-(4/\pi)[2\ln(r/R)+1]$, so the gate field due to the charge is

$$E_\theta(0)=\frac{\rho r}{\pi\varepsilon}\left(2\ln\frac rR+1\right)\to0 .$$

Changing $R$ adds a multiple of $r^2\sin2\theta$, which belongs to $u$.

A non-uniform density with $|\rho|\le\rho_m$ changes nothing essential. In the sector $r<R$, with zero potential on its whole boundary, let $v$ be the potential of $\rho$ and $U$ that of uniform $\rho_m$. Then $U+v$ and $U-v$ both come from non-negative charge with grounded walls, so neither is negative, and $|v|\le U$. As both vanish on the faces, the face field of $v$ is no larger than that of $U$, which is of order $r\ln(1/r)$.

## A transistor-shaped box

Put the drain at $x=0$, the source at $x=L$, and gates at $y=0$ and $y=H$, with one dielectric throughout. Let $\Delta S$ be the source potential minus the gate potential, and $k_n=n\pi/H$. A constant $\Delta V$ on the drain wall has sine coefficients

$$\frac2H\int_0^H\Delta V\sin k_ny\,dy=\frac{2\Delta V}{n\pi}(1-\cos n\pi),$$

which is $4\Delta V/n\pi$ for odd $n$ and zero for even $n$. Continuing each sine into the box gives

$$\phi-\phi_G=\sum_{n\ \rm odd}\frac{4\sin k_ny}{n\pi}\,\frac{\Delta V\sinh k_n(L-x)+\Delta S\sinh k_nx}{\sinh k_nL}.$$

Far from the source the ratio becomes $\Delta V e^{-k_nx}$. At the gate, a distance $x=r$ from the corner, differentiation in $y$ brings down $k_n$. With $s=\pi r/H$ the sum is a geometric series:

$$|E|=\frac{4|\Delta V|}{H}\sum_{n\ \rm odd}e^{-ns}=\frac{4|\Delta V|}{H}\,\frac{e^{-s}}{1-e^{-2s}}=\frac{2|\Delta V|}{H\sinh s}.$$

For small $s$, $1/\sinh s\approx(1/s)(1-s^2/6)$, so

$$|E|\approx\frac{2|\Delta V|}{\pi r}\left[1-\frac16\left(\frac{\pi r}{H}\right)^2\right].$$

The coefficient returns from a calculation that never used polar coordinates, with a correction of the predicted order. In the opposite limit, $r\gg H/\pi$ but still far from the source, the field is $(4|\Delta V|/H)e^{-\pi r/H}$: the gates screen the drain, and the inverse-distance law is lost.

## The price of zero gap

The surface charge on the gate has magnitude $\varepsilon|E|$. Per unit width, the charge between radii $a$ and $b$ inside the corner region is

$$Q=\varepsilon\int_a^b\frac{2|\Delta V|}{\pi r}dr=\frac{2\varepsilon}{\pi}|\Delta V|\ln\frac ba .$$

The field energy per width is

$$W=\frac\varepsilon2\int_0^{\pi/2}d\theta\int_a^b\frac{4\Delta V^2}{\pi^2r^2}\,r\,dr=\frac{\varepsilon\Delta V^2}{\pi}\ln\frac ba=\frac12Q|\Delta V| .$$

Both grow without limit as $a\to0$. Zero gap is therefore an idealization with infinite capacitance, useful only down to a radius set by something the model omits.

The simplest such thing is a gap $g$. Let the gate be a thin sheet $y=0$, $x\ge g$, facing the flat drain wall $x=0$, with the same dielectric above and below. By mirror symmetry no field crosses the gap $0<x<g$ vertically, so one quadrant suffices. Set $x+iy=z=g\cosh(\xi+i\eta)$, that is,

$$x=g\cosh\xi\cos\eta,\qquad y=g\sinh\xi\sin\eta .$$

The gate is $\eta=0$, the drain is $\eta=\pi/2$, and the gap is $\xi=0$. The potential $\phi=\phi_G+2\Delta V\eta/\pi$ has the right electrode values. It is charge-free, because $\eta$ is the imaginary part of an analytic function of $z$. It does not vary with $\xi$, so no field crosses the gap. Since $dz/d(\xi+i\eta)=g\sinh(\xi+i\eta)$, whose modulus is $|z^2-g^2|^{1/2}$,

$$|E|=\frac{2|\Delta V|}{\pi\,|z^2-g^2|^{1/2}} .$$

For $r\gg g$ this is the corner law. On the drain face, where $z=iy$, it is $2|\Delta V|/(\pi\sqrt{y^2+g^2})$, with the finite maximum $2|\Delta V|/(\pi g)$. At a small distance $d$ from the sheet's edge, $|z^2-g^2|\approx2gd$, and the field still diverges, but as $d^{-1/2}$. That exponent belongs to a sheet of zero thickness. A thick gate with a square edge still has a divergence, as $d^{-1/3}$; rounding the edge makes the field finite.

## Numbers for a double-gate transistor

Volts and nanometres are natural here, with 1 V/nm equal to 10 MV/cm. Take an undoped silicon film 20 nm thick, with 5 nm of oxide and a gate on each side, so $H=30$ nm, and $L=60$ nm. The relative permittivities are 11.7 and 3.9. The device is below threshold, and charge in the film is neglected. Source and drain are metal, and their faces run through the oxide to the gates, so each corner lies in oxide.

The voltage in the law is a difference of electrostatic potential, which includes the contact potential between unlike metals. Let this be 0.3 V, and the drain bias relative to gate and source 1.2 V. Then $\Delta S=0.3$ V, $\Delta V=0.3+1.2=1.5$ V, and

$$\frac{2}{\pi}\times1.5\ \text{V}=0.955\ \text{V}.$$

At 2 nm the field is $0.955/2=0.477$ V/nm, or 4.77 MV/cm. Omitting the contact potential would give a coefficient of 0.764 V, which is 20% too low.

The table gives the gate field in MV/cm. The uniform box is the series above; the layered box, with its true oxide and silicon, was solved by finite differences on a 0.1 nm grid. The grid error makes its 2 nm entry about 0.3% too high; the converged value is 4.93.

| $r$ (nm) | corner law | uniform | layered |
|---|---|---|---|
| 2 | 4.77 | 4.74 | 4.95 |
| 3 | 3.18 | 3.13 | 3.41 |
| 5 | 1.91 | 1.83 | 2.23 |
| 10 | 0.95 | 0.80 | 1.31 |

In the layered box the corner law is 3 to 4% low at 2 nm, but 14% low at 5 nm, a distance equal to the oxide thickness. On the same grid, replacing the uniform dielectric by the layers raises the gate field by 1.0% at 1 nm and 4.1% at 2 nm. This fourfold growth is the $r^2$ law for distant influences. On the drain face the layers should then weaken the field near the corner. At the oxide-silicon interface, 5 nm from the corner, the calculated drain field is 1.33 MV/cm, below the 1.91 MV/cm of the corner law. A field this strong in silicon may let carriers tunnel from the drain, which this electrostatic calculation ignores.

With $\varepsilon=3.9\,\varepsilon_0$, the corner capacitance $(2\varepsilon/\pi)\ln10$ is 0.051 fF/μm for each decade of radius. The logarithm makes the infinite capacitance slow to appear.

## What stops the divergence

Take 10 MV/cm as a rough breakdown field for thin oxide. The corner law reaches it at about 1 nm. Tunnelling also grows inward. Suppose an electron follows a field-line arc under a barrier falling linearly from 3.5 to 2.0 eV, with mass $m=0.5\,m_e$; these are rough inputs. The semiclassical exponent is

$$\frac{2}{\hbar}\int_0^{\pi r/2}\sqrt{2mB(\ell)}\,d\ell,$$

where $B$ is the barrier height at arc distance $\ell$. It is about 38 at 2 nm and 9 at 0.5 nm, so the transmission factor along the arc rises by some twelve orders of magnitude between them. The straight chord between the ends of the arc lowers both exponents by about a tenth, and a straight path from the same gate point that slants towards the corner lowers them by about 30%. The image force, left out here, lowers the barrier and takes roughly 2 to 6 off the exponent along the arc or its chord. The steep inward rise remains, but the individual transmission factors should not be taken literally.

The metals are not perfect either. For an electron density $n=5\times10^{22}$ cm$^{-3}$ with Fermi energy $E_F$, the screening length $\lambda=\sqrt{2\varepsilon_0E_F/3ne^2}$ is 0.060 nm. In this simple model, continuity of displacement makes each metal equivalent to $3.9\lambda$ of extra oxide. Two of them add 15% to the 3.14 nm arc at 2 nm, which would lower the mean field along it by about 13%. The sign of this correction is not secure. The model keeps the electrons inside the metal, whereas at a real surface they spill out. For a jellium metal of this density facing vacuum, the centre of the screening charge lies about 0.07 nm outside the metal's edge, which would shorten the path and raise the field. At an oxide interface the result depends on the atomic structure. With an uncertainty of this order, 4.77 MV/cm deserves one significant figure.

Bounded charge matters less. Its contribution to the gate field is $\rho r/\varepsilon$ times a number of order one, which depends on the surroundings and, through the logarithm, weakly on $r$. For an oxide charge of $10^{18}$ cm$^{-3}$, $\rho r/\varepsilon$ is 0.09 MV/cm at 2 nm, about 2% of the corner field.

A real gate and drain must be separated by an insulator, or they would be shorted, so the assumption of zero gap always fails close to the corner. In the thin-sheet model a 2 nm gap caps the drain-face field at $0.955/2$ V/nm, or 4.77 MV/cm, where zero gap gives infinity. A gate much thicker than the gap has a side wall that forms a parallel-plate capacitor with the drain. The field between them is then $|\Delta V|/g=0.75$ V/nm, or 7.5 MV/cm, and this is the better estimate for such a gate. A doped drain also yields to the field. At $N=10^{20}$ donors per cm$^3$, the 2 nm field, held at its ideal value, would deplete a depth $w=\varepsilon_{\rm ox}|E|/(eN)=1.0$ nm. If that layer were completely empty of electrons, the potential lost in it would be $eNw^2/(2\varepsilon_{\rm Si})=0.08$ V. At this doping the electrons are degenerate and the edge of the layer is not sharp; Fermi statistics raise the loss to about 0.12 V, or 8% of $\Delta V$. Closer in, the loss grows further, and the drain can no longer be treated as an equipotential.
